# A matched gray phonon model bounds size-limited conductivity from above

## The form fixed by symmetry and dimensions

In an isotropic crystal the conductivity is a single number, and a mode moving with speed $v$ in direction $\mathbf n$ contributes through the average $\langle n_x^2\rangle=1/3$. If $C_i$ is its heat capacity per volume and $\Lambda_i$ its bulk free path, its share of the bulk conductivity is $C_iv_i\Lambda_i/3$.

Let boundaries add one further length $L$. The effective free path must be a length built from $\Lambda_i$ and $L$ alone, so it has the form $L\,\varphi(\Lambda_i/L)$. A gray model, in which all carriers share one path $m$, evaluates $\varphi$ once, at $m/L$. The spectral model averages $\varphi$ over many arguments. The sign of the difference is therefore decided by the curvature of $\varphi$ and by the weights that define $m$.

## Assumptions and theorem

Sums over modes stand for integrals when the spectrum is continuous. Write
$$
C=\sum_i C_i,\qquad P=\sum_i C_iv_i,\qquad k=\frac13\sum_i C_iv_i\Lambda_i ,
$$
all finite, with $\Lambda_i>0$ for every moving mode. Flat modes with $v_i=0$ count in $C$ but add nothing to $P$ or $k$. Boundary scattering is independent of bulk scattering and has the same $L$ for all modes.

A phonon survives a distance $x$ with probability $e^{-x/\Lambda_i}e^{-x/L}$. Its mean path is the integral of this probability,
$$
\int_0^\infty e^{-x(1/\Lambda_i+1/L)}dx=\frac{\Lambda_iL}{\Lambda_i+L}\equiv f(\Lambda_i),
$$
which is Matthiessen's rule. The spectral conductivity is thus
$$
k_s(L)=\frac13\sum_i C_iv_i\,\frac{\Lambda_iL}{\Lambda_i+L}.
$$

A gray model with heat capacity $C$, speed $v_g$ and bulk conductivity $k$ has the path $3k/(Cv_g)$. With the same $L$ it gives
$$
k_g(L)=\frac{k}{1+3k/(Cv_gL)} .
$$

**Theorem.** (a) If $v_g=\bar v\equiv P/C$, then $k_g(L)\ge k_s(L)$ for every $L>0$, with equality if and only if all modes with $C_iv_i>0$ have the same free path.

(b) For general $v_g$, the inequality holds at every $L$ if and only if $Cv_g\ge P$.

Part (b) says that $\bar v$ is the smallest gray speed for which the bound holds at every $L$. This matched speed is the average weighted by heat capacity, over the same modes that make up $C$.

## The gap lemma and the proof

Let $w_i=C_iv_i/P$ and let $\langle\cdot\rangle$ be the average with these weights. Then $k=P\langle\Lambda\rangle/3$, so the matched gray path is
$$
m=\frac{3k}{C\bar v}=\frac{3k}{P}=\langle\Lambda\rangle .
$$

**Lemma 1.**
$$
f(m)-\langle f(\Lambda)\rangle=\left\langle\frac{L^2(\Lambda-m)^2}{(L+m)^2(L+\Lambda)}\right\rangle .
$$

*Proof.* The slope of $f$ at $m$ is $L^2/(L+m)^2$. Over a common denominator,
$$
f(m)-f(\Lambda)=L\,\frac{m(\Lambda+L)-\Lambda(m+L)}{(m+L)(\Lambda+L)}
=-\frac{L^2(\Lambda-m)}{(L+m)(L+\Lambda)} .
$$
Add the linear term of the tangent at $m$:
$$
f(m)+\frac{L^2(\Lambda-m)}{(L+m)^2}-f(\Lambda)
=\frac{L^2(\Lambda-m)}{L+m}\left[\frac1{L+m}-\frac1{L+\Lambda}\right].
$$
The bracket equals $(\Lambda-m)/[(L+m)(L+\Lambda)]$, which produces the square. On averaging, the linear term vanishes because $\langle\Lambda\rangle=m$. ∎

*Proof of (a).* Multiply the lemma by $P/3$. The left side becomes $k_g-k_s$, and the right side is an average of non-negative terms. It vanishes only when $\Lambda_i=m$ for every mode of non-zero weight. This is Jensen's inequality for the concave function $f$, with its remainder displayed. ∎

*Proof of (b).* At fixed $k$, $C$ and $L$, $k_g$ rises with $v_g$, so any $v_g\ge\bar v$ keeps the bound of (a). Conversely, as $L\to0$ each factor $\Lambda_i/(\Lambda_i+L)$ rises to 1, and
$$
\frac{k_s}{L}\to\frac P3,\qquad \frac{k_g}{L}\to\frac{Cv_g}{3}.
$$
If $Cv_g<P$, the gray value is the smaller one at small enough $L$. ∎

The physical reason for (a) is that a boundary cuts long paths by a larger fraction than short ones. The gray model moves the conduction of the long paths to a moderate path, where the boundary does less harm. It also lengthens the short paths, but this costs less: the path lost to the boundary, $\Lambda-f(\Lambda)=\Lambda^2/(\Lambda+L)$, is convex in $\Lambda$, so its average is at least its value at the mean path. This curvature is what the bound needs; a larger fractional cut of long paths is not enough by itself. The suppression factor used for thermal gratings of wavevector $\kappa$, $3\xi^{-2}(1-\arctan\xi/\xi)$ with $\xi=\kappa\Lambda$, also falls steadily with $\Lambda$, but $\Lambda$ times it decays as $3/(\kappa^2\Lambda)$ at long paths, which is convex. For the silicon carbide model below and a period of 150 nm, this factor gives a gray value of 10 and a spectral value of 18 W/(m K), so the bound is reversed.

**Corollary.** If $Cv_g<P$, the gray model underestimates either at all $L$ or at all $L$ below a single crossing.

*Proof.* Let $x=1/L$ and $z_i=1/(x+1/\Lambda_i)$. Then $k_s=Ph/3$ with $h=\langle z\rangle$, $h'=-\langle z^2\rangle$ and $h''=2\langle z^3\rangle$. Hence
$$
\frac{d^2}{dx^2}\frac1h=\frac{2h'^2-hh''}{h^3}
=\frac{2\left(\langle z^2\rangle^2-\langle z\rangle\langle z^3\rangle\right)}{h^3}\le0
$$
by the Cauchy–Schwarz inequality. The gray resistivity $1/k_g=1/k+3x/(Cv_g)$ is a straight line in $x$. So $D(x)=1/k_s-1/k_g$ is concave. It starts from $D(0)=0$, and it tends to $-\infty$ because $1/k_s$ grows as $3x/P$, more slowly than the line. Such a function is either negative for all $x>0$ or changes sign once. Negative $D$ means $k_g<k_s$. ∎

## How large the overestimate can be

**Remark 1: no universal ceiling.** Give a fraction $\varepsilon$ of the weight the path $m/\varepsilon$, and let the other paths tend to zero. The mean is $m$. At $L=m$ the gray effective path is $m/2$ and the true one is
$$
\varepsilon\,\frac{m/\varepsilon}{1+1/\varepsilon}=\frac{\varepsilon m}{1+\varepsilon}.
$$
The ratio is $(1+\varepsilon)/(2\varepsilon)$, or 50.5 for $\varepsilon=0.01$, and it grows without limit as $\varepsilon\to0$.

**Remark 2: a solvable broad spectrum.** Take constant speed, classical heat capacity and a scattering rate proportional to frequency squared. With $u$ the frequency divided by its maximum, the weight is $3u^2du$ on $0<u<1$ and $\Lambda=\Lambda_0/u^2$. Then $m=\int_0^1 3\Lambda_0\,du=3\Lambda_0$. Put $s^2=\Lambda_0/L$, so that $f(\Lambda)=\Lambda_0/(u^2+s^2)$ and
$$
\langle f\rangle=3\Lambda_0\int_0^1\frac{u^2\,du}{u^2+s^2}
=3\Lambda_0\left[1-s^2\int_0^1\frac{du}{u^2+s^2}\right].
$$
The last integral is $\arctan(1/s)/s$. Therefore
$$
\frac{k_s}{k}=1-s\arctan\frac1s,\qquad \frac{k_g}{k}=\frac1{1+3s^2}.
$$

For small $L$, where $s$ is large, both tend to $1/(3s^2)=L/m$: the ballistic limit knows only $P$. For large $L$,
$$
1-\frac{k_s}{k}\simeq\frac\pi2\sqrt{\frac{\Lambda_0}{L}},\qquad
1-\frac{k_g}{k}\simeq\frac{3\Lambda_0}{L}.
$$
The powers differ because $\langle\Lambda^2\rangle=\int_0^1 3\Lambda_0^2u^{-2}du$ diverges. Were it finite, Lemma 1 would give a gap in effective path of $\langle(\Lambda-m)^2\rangle/L$ at large $L$, and both losses would fall as $1/L$. The ratio $k_g/k_s$ tends to 1 at both ends and has its maximum, 1.29, at $L=2.13\,m$.

## A silicon carbide layer

Consider a 300 nm layer in a power chip at 300 K, with rough parameters in the regime of silicon carbide. The model is isotropic, with $n=4.8\times10^{28}$ cells per m³ and $q_m=(6\pi^2n)^{1/3}=14.17$ nm⁻¹. One longitudinal branch ($v_0=12$ km/s) and two transverse branches ($v_0=7.5$ km/s) follow
$$
\omega=\frac{2q_mv_0}{\pi}\sin\frac{\pi q}{2q_m},\qquad v=\frac{d\omega}{dq}=v_0\cos\frac{\pi q}{2q_m}.
$$
Three flat optical branches lie at 150 rad/ps. Each branch has $q^2dq/(2\pi^2)$ modes per volume, and each mode has the Bose heat capacity $k_By^2e^{-y}/(1-e^{-y})^2$ with $y=\hbar\omega/k_BT$. The bulk rate is $A\omega^2$, so $\Lambda=v/(A\omega^2)$. Setting the bulk conductivity to 400 W/(m K) fixes $A=1.27\times10^{-17}$ s.

The heat capacity is $1.505+0.665=2.17$ MJ/(m³ K), acoustic plus optical. The mean speed is $\bar v=2.323$ km/s, far below the sound speeds, because optical and zone-edge modes store heat but move slowly. The gray path is
$$
m=\frac{3\times400}{(2.171\times10^6)(2.323\times10^3)}\ \text{m}=238\ \text{nm}.
$$
The spectrum is broad: 10% of the bulk conductivity comes from paths below 93 nm, half from paths below about 590 nm, and 10% from paths above about 17 µm.

For conduction in its plane, a film of thickness $d$ with diffuse surfaces corresponds to $L=8d/3$ when paths are short, as Remark 4 shows. The paths here are not short: about two thirds of the bulk conductivity comes from paths longer than 300 nm. The correspondence is therefore only approximate. The full film expression is 6% below it at $\Lambda=d$ and 45% above it at $\Lambda=100d$, and Remark 4 gives the corrected totals. For $d=300$ nm the rule gives $L=800$ nm, and
$$
k_g=\frac{400}{1+238/800}=308\ \text{W/(m K)},\qquad k_s=207\ \text{W/(m K)}.
$$
The gray value is 49% above the spectral one. An independent sum over a cubic grid of wavevectors, with velocities and heat capacities from finite differences, also gives 207.

| $L$ (nm) | $k_s$ (W/(m K)) | $k_g$ (W/(m K)) |
|---:|---:|---:|
| 30 | 36 | 45 |
| 100 | 83 | 118 |
| 300 | 146 | 223 |
| 3000 | 280 | 371 |
| 100000 | 375 | 399 |

The largest ratio is 1.53, near $L=350$ nm. Even at 100 µm the spectral model has lost 25 W/(m K) and the gray model only 1.

This slow approach to bulk follows from the long waves. There the heat capacity per mode is $k_B$, $v=v_0$ and $\Lambda=a/q^2$ with $a=1/(Av_0)$. Since $\Lambda-f(\Lambda)=\Lambda^2/(\Lambda+L)$, one branch loses
$$
\frac13\int_0^\infty\frac{k_Bq^2v_0}{2\pi^2}\,\frac{a^2/q^4}{L+a/q^2}\,dq
=\frac{k_Bv_0}{6\pi^2}\int_0^\infty\frac{a^2\,dq}{a+Lq^2}
=\frac{k_Bv_0}{6\pi^2}\,\frac{\pi a^{3/2}}{2\sqrt L}.
$$
The upper limit may be taken to infinity because the integral is collected at $q\sim\sqrt{a/L}\ll q_m$. Inserting $a$ and summing over the three branches,
$$
k-k_s\simeq\sum_{\text{branches}}\frac{k_B}{12\pi A^{3/2}v_0^{1/2}L^{1/2}} .
$$
At $L=1$ cm this gives 2.62 W/(m K), and the full mode sum gives 2.61. Both the power and the size of this loss belong to the assumed $\omega^2$ rate carried down to zero frequency. The same integral with a rate $\propto\omega^\beta$ and $3/2<\beta<3$ gives a loss $\propto L^{1-3/\beta}$. With the bulk value held at 400 W/(m K), the loss at 100 µm is 5 W/(m K) for $\beta=1.5$ and 106 for $\beta=2.5$, and the path above which 10% of the conductivity lies moves from 17 µm to about 2 µm or 9 mm.

**Mismatched velocities.** Combine the total heat capacity with the Debye sound speed $v_D=8.26$ km/s, defined by $3/v_D^3=\sum v_0^{-3}$ over the three branches. The product $Cv_g$ is then 3.56 times $P$. The bound holds, but more loosely: 369 W/(m K) at $L=800$ nm. Now combine the acoustic heat capacity with the all-mode speed $\bar v$. The product is only $1.505/2.171=0.693$ of $P$, and by the corollary the gray model underestimates at every $L$ below one crossing, here 64 nm.

## When the boundary length is not common

**Lemma 2.** If mode $i$ has its own boundary length $L_i$, then
$$
\left\langle\frac{\Lambda L}{\Lambda+L}\right\rangle\le\frac{\langle\Lambda\rangle\langle L\rangle}{\langle\Lambda\rangle+\langle L\rangle}.
$$

*Proof.* For real $\theta$ let $g(\theta)=\theta^2\Lambda+(1-\theta)^2L$. It is least where $\theta\Lambda=(1-\theta)L$, that is at $\theta=L/(\Lambda+L)$, and its value there is
$$
\frac{L^2\Lambda+\Lambda^2L}{(\Lambda+L)^2}=\frac{\Lambda L}{\Lambda+L}.
$$
So for any one $\theta$ used for all modes, the left side of the lemma is at most $\theta^2\langle\Lambda\rangle+(1-\theta)^2\langle L\rangle$. Minimizing this over $\theta$ gives the right side. ∎

**Remark 3: specular surfaces.** The bound survives if the gray model uses $\langle L\rangle$ with the weights $w_i$. It can fail if the gray model keeps the diffuse length. Let a surface of rms roughness $\eta$ reflect a fraction $p=e^{-4\eta^2q^2}$ specularly, with $L_i=L(1+p)/(1-p)$ and $L=800$ nm. For $\eta=0.5$ nm the spectral value rises from 207 to 216 W/(m K), while $\langle L\rangle=807$ nm gives a gray value of 309. As $\eta$ falls, every $L_i$ grows. Below $\eta=0.13$ nm the spectral conductivity exceeds the gray value of 308 computed with the diffuse length. These numbers belong to this simple form of $L_i$. For short paths in a film the length grows as $1/(1-p)$ rather than $(1+p)/(1-p)$, which gives 212 W/(m K) and 0.10 nm. The $p$ used is also the normal-incidence value, while in-plane heat is carried by grazing rays, which reflect more specularly. With $p=e^{-4\eta^2q^2\mu^2}$, where $\mu$ is the cosine to the normal, the full film expression of Remark 4 rises from 199 to about 260 W/(m K) at $\eta=0.5$ nm. It exceeds the diffuse gray value of 293 below about $\eta=0.29$ nm.

**Remark 4: film geometry.** In a film of thickness $d$ with diffuse surfaces, phonons leave a surface with no net in-plane flow. At distance $z$ from that surface, along a direction with cosine $\mu$ to the normal, the effective path is $\Lambda(1-e^{-\ell/\Lambda})$ with $\ell=z/\mu$. Its first derivative in $\Lambda$ is $1-e^{-\ell/\Lambda}(1+\ell/\Lambda)$, and its second is
$$
-\frac{\ell^2}{\Lambda^3}\,e^{-\ell/\Lambda}<0 .
$$
Every direction and depth thus gives a concave function, and so does their average. Jensen's inequality with the weights $w_i$ then extends the bound to this in-plane Fuchs–Sondheimer conductivity.

In-plane flow weights directions by $\tfrac32(1-\mu^2)$, which integrates to 1 on $0<\mu<1$. The depth average of $e^{-z/(\mu\Lambda)}$ is $\mu\Lambda/d$ when $\Lambda\ll d$. The fractional loss is then
$$
\frac32\,\frac{\Lambda}{d}\int_0^1(\mu-\mu^3)\,d\mu=\frac{3\Lambda}{8d}.
$$
Equating it to the Matthiessen loss $\Lambda/L$ gives $L=8d/3$. For the 300 nm film the full expression yields 199 spectral and 293 gray, in W/(m K), against 207 and 308 from Matthiessen's rule.

## The model beside a real layer

A room-temperature conductivity of a few hundred W/(m K) and a heat capacity near 2 MJ/(m³ K) are typical of good silicon carbide crystals; thin layers with many defects conduct less. One uncertain input is the frequency law of the scattering. Replacing $\omega^2$ by $\omega^{1.5}$ or $\omega^{2.5}$, with the bulk conductivity held at 400 W/(m K), moves the spectral result at $L=800$ nm to 249 or 141. The gray result stays at 308, since its three matched inputs have not changed. The size of the gray error is thus information that those inputs do not contain.

Other changes, at the same $L$, are smaller or affect both models:

- At 450 K, with $A$ taken proportional to temperature, the bulk value is 281, the spectral value 166 and the gray value 238 W/(m K). This is a high-temperature law used below the top of the longitudinal branch ($\hbar\omega/k_B\approx830$ K). It makes the bulk value fall only as $T^{-0.87}$, while real silicon carbide falls faster than $1/T$. With $A$ scaled so that the bulk value falls as $T^{-1.5}$, the three values are 218, 137 and 191.
- Isotopic mass disorder of rough relative variance $\Gamma=10^{-4}$ adds a rate $\Gamma\omega^4/(4\pi nv_0^3)$. With $A$ fixed, bulk, spectral and gray values become 388, 199 and 301 W/(m K). Using each branch's own $v_0$ is a simplification, since the rate follows the total density of final states $D(\omega)$ per volume, as $\pi\Gamma\omega^2D(\omega)/(6n)$. With $v_D$ in place of $v_0$ the values are 385, 197 and 299, and with the $D(\omega)$ of the model dispersion they are about 377, 191 and 294.

Elastic anisotropy, heat carried by optical modes and collective phonon flow are left out, and their effect is not estimated here. For a layer that meets the theorem's conditions, the matched gray conductivity is an upper limit. The film numbers above are for in-plane flow between diffuse surfaces that return every phonon to the layer. Smooth surfaces, or an interface that passes phonons into the substrate, change the boundary length and need separate treatment. A hot-spot temperature computed from the matched gray conductivity errs on the low side if conduction in the plane of the layer controls the temperature rise and the heated region is wide compared with the boundary-limited free paths, so that Fourier's law holds along the layer. Smaller hot spots are not covered by the theorem. The numerical output below lists the values of the main model; the variants quoted for film corrections, specular surfaces, temperature scaling, isotope scattering, the grating factor and the long-wave loss at other exponents are not in it.

## Computed values

```
Rare share 0.01, L = mean path: gray/true = 50.5
Benchmark: largest gray/true = 1.290
Benchmark: reached at L/mean path = 2.13
Cell density = 4.80e+28 1/m^3
Sound speeds LA, TA = 12.0, 7.5 km/s
Optical angular frequency = 150 rad/ps
Temperature = 300 K
Bulk conductivity (set) = 400 W/(m K)
Largest wavevector = 14.17 1/nm
Fitted rate coefficient A = 1.266e-17 s
Acoustic heat capacity = 1.505 MJ/(m^3 K)
Optical heat capacity = 0.665 MJ/(m^3 K)
Total heat capacity = 2.171 MJ/(m^3 K)
Mean speed, all modes = 2.323 km/s
Gray free path = 238.0 nm
10% of bulk k lies below free path 93 nm
50% of bulk k lies below free path 594 nm
90% of bulk k lies below free path 17183 nm
Film thickness = 300 nm, L = 800 nm
Share of bulk k with free path above L = 44 %
L (nm), spectral k, gray k (W/(m K)), gray/spectral:
        30    36.44    44.77   1.229
       100    83.20   118.34   1.422
       300   145.64   223.04   1.531
       800   207.02   308.28   1.489
      3000   279.72   370.60   1.325
     10000   327.21   390.70   1.194
    100000   374.88   399.05   1.064
Wavevector-grid k at the film's L = 207.02 W/(m K)
Largest gray/spectral = 1.534 at L = 354 nm
Loss at L = 1 cm: sum 2.609, law 2.620 W/(m K)
Debye sound speed = 8.26 km/s
Total C with sound speed: product too large by 3.56
  its gray k at film's L = 369.1 W/(m K)
Acoustic C with all-mode speed: product factor 0.693
  it underestimates below L = 63.7 nm
Diffuse film: spectral 198.7, gray 293.4 W/(m K)
Roughness 0.5 nm: spectral k = 216.0 W/(m K)
  mean L = 807 nm, gray k with it = 308.9 W/(m K)
Gray with diffuse L fails below roughness 0.134 nm
450 K: bulk k = 281.0 W/(m K)
  at film's L: spectral 166.4, gray 237.6 W/(m K)
Mass disorder 1e-04: bulk k = 387.6 W/(m K)
  at film's L: spectral 199.0, gray 300.9 W/(m K)
Rate exponent 1.5: spectral 248.6, gray 308.3 W/(m K)
Rate exponent 2.5: spectral 141.2, gray 308.3 W/(m K)
```
